# Why conical indentation hardness of creeping solder decays as $t^{-1/n}$

**Question**

I am pressing a conical indenter into a tin-rich solder joint at chip operating temperature and holding the load constant. The solder creeps with strain rate proportional to stress to the power $n$. I am asked to show that the hardness, load divided by projected contact area, decays at long time as $t^{-1/n}$.

I am stuck because the stress differs from point to point and the contact keeps growing, so I don't see which stress to put into the creep law. What does "long time" mean here? And may I really ignore elasticity when I read $n$ off a measured slope?

**Answer**

You don't need to pick a stress. The cone has no length of its own, and that fixes how the whole stress field scales.

**Assumptions.** The solder is a homogeneous, isotropic, incompressible half-space, initially flat, with equivalent creep rate

$$\dot\varepsilon_e=B\sigma_e^n .$$

The strain-rate tensor is parallel to the stress deviator. Elasticity, primary creep, inertia and any material length are left out for now. The cone is rigid and sharp, its face makes an angle $\beta$ with the surface, and $T=\tan\beta$. Contact is frictionless or has a constant friction coefficient. Let $h$ be the displacement, $a$ the contact radius, $P$ the load, and $H=P/(\pi a^2)$.

**Step 1: the shape depends on depth alone.** Take a flow that solves the problem at some instant and multiply all velocities by $\lambda$. Strain rates grow by $\lambda$ and stresses by $\lambda^{1/n}$. Equilibrium, the free surface and the friction condition still hold, because each survives multiplication of all stresses by a common factor. A faster indenter therefore drives the same sequence of shapes, only sooner (I assume the flow is unique).

A flat half-space and a cone also look the same at every magnification, so the shapes at two depths differ only in size. Hence $a\propto h$ however the load varies, as long as the cone keeps moving in, and

$$g\equiv\frac{\dot h}{h}=\frac{\dot a}{a}.$$

**Step 2: the hardness law.** Velocities are $\dot h$ times a function of position$/a$. Strain rates are velocities divided by a length, so they are $g$ times such a function. By the creep law, stresses are $(g/B)^{1/n}$ times another. Averaging the pressure over the contact leaves a pure number $c$, set by $n$, $\beta$ and friction:

$$H=c\left(\frac gB\right)^{1/n}\quad\Longrightarrow\quad g=kH^n,\qquad k=\frac{B}{c^n}.$$

**Step 3: hold the load constant.** Since $H\propto a^{-2}$ at fixed $P$,

$$\frac{\dot H}{H}=-2\frac{\dot a}{a}=-2g=-2kH^n .$$

Multiply by $-nH^{-n}$. The left side becomes $-nH^{-n-1}\dot H=d(H^{-n})/dt$, so

$$\frac{d}{dt}H^{-n}=2nk .$$

Integrating from $H=H_0$ at $t=0$ gives $H^{-n}=H_0^{-n}+2nkt$, or

$$H(t)=H_0\left(1+\frac t{t_0}\right)^{-1/n},\qquad t_0=\frac1{2nkH_0^n}.$$

For $t\gg t_0$ the first term in $H^{-n}$ is negligible and

$$H\to(2nkt)^{-1/n}=c\,(2nBt)^{-1/n}.$$

This is the required decay, and $H_0$ has dropped out. "Long" means long compared with $t_0$. The local slope shows the approach:

$$\frac{d\ln H}{d\ln t}=-\frac1n\,\frac{t}{t+t_0}.$$

The stress must also stay in the range where one value of $n$ holds. If another creep mechanism takes over as the stress falls, the exponent changes with it.

What is essential is that the tip has no length of its own. A sharp pyramid would give the same exponent, but a punch or a sphere does not. Under a flat punch $a$ is fixed, so $H$ is constant. Under a shallow sphere of radius $R$, $h\propto a^2/R$, and the strain-rate scale is $\dot h/a\propto\dot a/R$. Then $\dot a\propto H^n\propto a^{-2n}$, so $a^{2n+1}\propto t$ and $H\propto t^{-2/(2n+1)}$.

**A usable constant: the core model**

The exponent needed no value of $c$. Neither does $t_0$ if it is taken from the test: since $g=kH^n$, $t_0=1/(2ng_0)$, with $g_0$ the value of $\dot h/h$ at the start of the hold. The loading history fixes it too. For any load, $d(a^{2n})/dt=2nk(P/\pi)^n$, so a linear ramp from zero lasting $t_L$ ends at $H_0^{-n}=2nkt_L/(n+1)$, which gives $t_0=t_L/(n+1)$ whatever $c$ and $B$ are. A value of $c$ is needed to predict the hardness itself, or to get $t_0$ from a given $H_0$. As an approximation, replace the contact by a hemispherical core of radius $a$ at pressure $H$, and take $h=Ta$. The cone displaces volume at the rate $\pi a^2\dot h$. The core surface, of area $2\pi a^2$, must carry this away, so it moves outward at $\dot h/2=Tga/2$.

Incompressible radial flow falls as $1/r^2$, so $v=Tga^3/(2r^2)$. The radial strain rate is $dv/dr=-2v/r$ and each hoop rate is $v/r$, which gives

$$\dot\varepsilon_e=\frac{2v}{r}=Tg\left(\frac ar\right)^3 .$$

With $\sigma_\theta-\sigma_r=\sigma_e$, radial equilibrium reads $d\sigma_r/dr=2\sigma_e/r$. The stress vanishes far away and $\sigma_r(a)=-H$, so

$$H=\int_a^\infty\frac{2\sigma_e}{r}dr
=2\left(\frac{Tg}{B}\right)^{1/n}\int_a^\infty\left(\frac ar\right)^{3/n}\frac{dr}{r}
=\frac{2n}{3}\left(\frac{Tg}{B}\right)^{1/n}.$$

Solving for $g$ gives $k=(B/T)\,[3/(2n)]^n$.

**How good is it? The case $n=1$**

For a shallow frictionless cone and $n=1$, the true contact problem can be solved. The viscosity is $\mu=1/(3B)$, and a point force $F$ on the surface moves it at speed $F/(4\pi\mu r)$, the incompressible limit of the Boussinesq solution.

Try the pressure $P/(2\pi a\sqrt{a^2-\rho^2})$, with $\rho$ the distance from the axis. To find the surface speed at a point, sum along straight lines through it. The $1/r$ cancels against the area element, and each full chord of the contact circle contributes $\int ds/\sqrt{\ell^2-s^2}=\pi$, where $\ell$ is half the chord.

- From inside, the lines cover an angle $\pi$. The speed is $\frac{1}{4\pi\mu}\frac{P}{2\pi a}\pi^2=P/(8\mu a)$, the same everywhere. This is the uniform motion $\dot h$ that is needed, so $P=8\mu a\dot h=8a\dot h/(3B)$.
- From outside, at radius $r$, the lines that meet the circle cover an angle $2\arcsin(a/r)$. The surface sinks at $(2/\pi)\dot h\arcsin(a/r)$.

The surface at $r$ is touched when the contact radius reaches $r$. Its accumulated sinking must then equal the depth of the cone face there, $h(r)-rT$:

$$\int_0^r\left[1-\frac2\pi\arcsin\frac{a'}r\right]\frac{dh}{da'}\,da'=rT .$$

Try a constant $dh/da'=\kappa T$. Since $\int_0^1\arcsin u\,du=\pi/2-1$, the left side is $\kappa Tr\,(2/\pi)$, so $\kappa=\pi/2$. Then

$$H=\frac{8\dot h}{3\pi Ba}=\frac{8}{3\pi B}\,\frac{\pi T}{2}\,g=\frac{4Tg}{3B}.$$

A numerical solution of the contact history that did not assume $h\propto a$ gave $h/(Ta)=1.571$, a prefactor of 1.333 and a time exponent of $-1.000$. The core model gives a prefactor of $2/3$, too low by a factor of two, with the same exponent. Its error at $n=6$ is not known from this comparison. Any error in $c$ multiplies the long-time hardness directly. It affects a $t_0$ inferred from $H_0$ much more, because $t_0\propto c^n$ at given $H_0$: for $n=6$, a $c$ that is 20% too large makes $t_0$ three times too long.

**Numbers for hot solder**

Take rough typical values for a tin-rich solder at 373 K: $n=6$ and a creep rate of $10^{-6}$ s$^{-1}$ at 10 MPa. The cone has $\beta=19.7^\circ$, so $T=0.3581$. The load is 10 mN, and the hold begins at $H_0=120$ MPa. Then

$$k=\frac{10^{-6}}{0.3581}\left(\frac{3}{2\cdot6\cdot10}\right)^6=6.82\times10^{-16}\ \mathrm{s^{-1}\,MPa^{-6}},$$

$$kH_0^6=2.04\times10^{-3}\ \mathrm{s^{-1}},\qquad t_0=\frac{1}{12\times2.04\times10^{-3}}\approx41\ \mathrm{s}.$$

After 1000 s, $H=120\,(1+1000/40.9)^{-1/6}\approx70$ MPa. The contact radius is $\sqrt{P/(\pi H)}\approx6.7$ µm and the depth about 2.4 µm. The local exponent is $-0.118$ at 100 s, $-0.160$ at 1000 s and $-0.166$ at 10000 s, against the limit $-0.167$. In that limit each decade of time multiplies the hardness by 0.68.

**May you ignore elasticity?**

An estimate of sizes says yes, once the creep strain under the cone is much larger than the elastic strain. Let $s$ be a typical equivalent stress near the contact and $E$ Young's modulus. The elastic strain there is about $s/E$, while the indentation strains the material by an amount of order $T$. The condition is therefore

$$\frac{s}{TE}\ll1 .$$

For the solder take $E=40$ GPa and, from the core model, $s=3H/(2n)\approx17.5$ MPa at 1000 s. The ratio is about 0.001.

Far from the contact the creep rate is so low that the material stays elastic. The vertical force through any hemisphere around the contact must still equal $P$. Carrying that load elastically gives a displacement of order $P/(Er)$, at most a fraction of order $H/(TE)$ of the depth, or about 0.5% here. This suggests that the distant elastic material matters little. It is an estimate of size, not a solution of the contact problem with elasticity.

The core model cannot be used to judge this point, because it has no free surface. Its radial stress is $-H(a/r)^{3/n}$, so the force through a hemisphere would be

$$\pi r^2|\sigma_r|=P\left(\frac ra\right)^{2-3/n}.$$

For $n=6$ that is 32 times the load at $r=10a$. Adding elasticity to the core model cuts off much of this spurious tail, and its hardness at 1000 s drops from 70 to 51 MPa. The numerical output lists these values. The drop comes from that tail, so neither it nor the changed slope can be carried over to a cone pressed into solder.

**Beside a real joint**

The 70 MPa and the 41 s rest on the core model's value of $c$, so neither should be used as a prediction. That value is probably too high. At $n=6$ the core model makes the hardness $2n/3=4$ times the flow stress at strain rate $Tg$, while for strongly nonlinear solids a factor near 3 is usual. With 3 in place of 4 and the same $H_0$, $t_0$ would be $(4/3)^6\approx5.6$ times shorter, about 7 s, and the hardness at 1000 s would be about 53 MPa. The other effects I sized for this example are these.

- Power-law breakdown: I replaced $\sigma^n$ by a hyperbolic-sine law with a breakdown stress of 40 MPa, matched at low stress. In the core model with elasticity this lowers the hardness at 1000 s by about 2% and moves the mean exponent from 1000 to 10000 s from $-0.154$ to $-0.150$. Only these differences are of use, and they probably understate the effect, because much of the core model's hardness comes from low stresses far from the contact. Tying the hardness to a single stress $H/3$ instead gives a drop of about 4% at 1000 s and moves the exponent from $-0.166$ to $-0.157$.
- Thermal drift: a rough 0.05 nm/s is 26% of the 0.19 nm/s at which the rigid model says the cone sinks at 1000 s. From 1000 to 10000 s such a drift would add 0.45 µm to a real sinking of about 0.50 µm, so a slope found from the measured depth would be badly wrong.
- Temperature: at long time $H\propto k^{-1/n}$. With a rough activation energy of 0.55 eV, hardness at fixed time falls by about 0.8% per kelvin.
- Tip rounding: a 100 nm tip radius removes 6 nm of cone height, 0.3% of the depth at 1000 s.

I have not sized the finite thickness of the joint, primary creep, changes of microstructure during the hold, or the anisotropy of tin. The last matters if the contact, here more than ten micrometres across, lies within a single grain. The full set of values is in the numerical output below.

For your exercise, steps 1 to 3 are the proof. For your data, correct the drift first, and fit only times well beyond $t_0$. The inverse of the local slope has magnitude $n(1+t_0/t)$. With $t_0=41$ s this exceeds $n$ by 4% at 1000 s. Estimate your own $t_0$ as $t_L/(n+1)$ after a linear ramp, or as $1/(2ng_0)$. Both hold for the rigid model, and elasticity or primary creep can alter the early hold, so check on your own data that the fitted slope stays the same when you drop the earliest times.

## Values computed for the example and the checks

```
Cone face angle: 19.7 degree
Tangent T: 0.3581 (no unit)
Newtonian h/(T*a): 1.5708 (no unit)
Newtonian time exponent: -1.0000 (no unit)
Newtonian H*B/(T*g): 1.3333 (no unit)
Core H*B/(T*g), n=1: 0.6667 (no unit)
Core prefactor, n=6: 4.0000 (no unit)
Elastic-loss exponent, n=3: -0.4997 (no unit)
Near-rigid n=3 max error: 0.119 %
Rigid n=6 max error: 7.6e-06 %
Stress exponent n: 6 (no unit)
Reference creep rate: 1.0e-06 1/s
Reference stress: 10.0 MPa
Load: 10.0 mN
Temperature: 373.0 K
Initial hardness: 120.0 MPa
Rate constant k: 6.8186e-16 1/(s MPa^6)
Initial rate g: 2.0360e-03 1/s
Crossover time t0: 40.93 s
Rigid: t [s], H [MPa], a [um], h [um], edge s [MPa], exponent
0, 120.00, 5.150, 1.844, 30.00, -0.0000
100, 97.65, 5.709, 2.044, 24.41, -0.1183
1000, 69.98, 6.745, 2.415, 17.49, -0.1601
10000, 47.96, 8.147, 2.917, 11.99, -0.1660
Limiting exponent -1/n: -0.1667 (no unit)
Limiting H ratio per time decade: 0.6813 (no unit)
Young's modulus: 40.0 GPa
Breakdown stress: 40.0 MPa
Initial g with elasticity: 2.3151e-02 1/s
Initial g with both effects: 4.2406e-02 1/s
Neglected effects: t [s], elastic H [MPa], both H [MPa]
0, 120.00, 120.00
100, 72.20, 69.66
1000, 50.98, 50.03
10000, 35.73, 35.40
Mean exponents from 1000 to 10000 s:
Rigid power law: -0.1641 (no unit)
With elasticity: -0.1544 (no unit)
With elasticity and breakdown: -0.1502 (no unit)
Depth rate at 1000 s: 0.1933 nm/s
Assumed thermal drift: 0.050 nm/s
Drift/depth rate: 25.9 %
Activation energy: 0.55 eV
Late hardness loss per kelvin: 0.765 %/K
Tip radius: 100.0 nm
Missing tip height: 6.22 nm
Missing height/depth at 1000 s: 0.257 %
```
